# From Band Motion to Hopping of a Small Polaron

## Problem

One carrier moves along a chain of identical sites with spacing \(a\). Its transfer energy between neighbours is \(J\). Each site has a local vibration of energy \(w\), whose equilibrium position shifts when the carrier is present. The energy gained by this shift is \(Sw\), which defines the coupling strength \(S\).

(a) Show that the lattice reduces the coherent transfer by the factor \(e^{-S(2n+1)}\), where \(n\) is the thermal phonon number.

(b) Find the rate \(W\) of hopping to one neighbour with absorption and emission of phonons.

(c) Estimate the temperature \(T^*\) at which hopping takes over from band motion. Is it a fixed fraction of the phonon energy?

(d) Evaluate the results for the round model parameters \(w=0.05\) eV, \(S=6\), \(J=0.01\) eV and \(a=4\) angstrom.

The algebra uses \(\hbar=k_B=1\), so \(T\) is an energy. We write

\[
x=\frac{w}{2T},\qquad n=\frac{1}{e^{2x}-1},\qquad 2n+1=\coth x .
\]

## Solution

### (a) The narrowed transfer

With \(n_m=c_m^\dagger c_m\), the Hamiltonian is

\[
H=-J\sum_m(c_{m+1}^\dagger c_m+\text{h.c.})+w\sum_m b_m^\dagger b_m+w\sqrt S\sum_m n_m(b_m+b_m^\dagger).
\]

On the occupied site, completing the square gives

\[
w b^\dagger b+w\sqrt S(b+b^\dagger)=w(b^\dagger+\sqrt S)(b+\sqrt S)-Sw .
\]

The oscillator is displaced and the energy falls by \(Sw\), as stated. To measure each oscillator from its own equilibrium position, we transform \(H\) to \(UHU^\dagger\) with \(U=\exp[\sum_m n_mA_m]\) and \(A_m=\sqrt S(b_m^\dagger-b_m)\). This replaces \(b_m\) by \(b_m-\sqrt S\,n_m\), which removes the coupling term. It also replaces \(c_m^\dagger\) by \(c_m^\dagger X_m\), with \(X_m=e^{A_m}\). The transfer term becomes

\[
-J\,c_{m+1}^\dagger c_m\,X_{m+1}X_m^\dagger+\text{h.c.}
\]

The carrier must take its lattice distortion along: one site is distorted and the other relaxes.

The operator \(A\) is \(i\) times a multiple of the oscillator momentum, whose thermal distribution is Gaussian. Hence \(\langle e^{A}\rangle=e^{\langle A^2\rangle/2}\). Since \(\langle b^2\rangle=\langle b^{\dagger2}\rangle=0\),

\[
\langle A^2\rangle=-S\langle b^\dagger b+bb^\dagger\rangle=-S(2n+1).
\]

Each site contributes \(e^{-S(2n+1)/2}\). The two sites together give the coherent transfer

\[
\tilde J=J e^{-S(2n+1)}=Je^{-S\coth x}. \tag{1}
\]

The polaron band has width \(4\tilde J\), and it narrows on heating because \(n\) grows. As \(T\to0\), \(\tilde J\to Je^{-S}\). Diagonalization of two sites with the example's parameters gives a level splitting within 1% of \(2Je^{-S}\).

### (b) The hopping rate

The deviation of \(X_{m+1}X_m^\dagger\) from its average causes incoherent hops. In the limit of many modes per site, assumed below, these hops change the phonon state. For small \(J\) the golden rule applies. Written as a time integral, it needs the correlation of the transfer operator with itself.

For one site, the product rule for exponentials of linear oscillator operators, followed by the Gaussian average, gives

\[
\langle e^{-A(t)}e^{A}\rangle=\exp\!\left[\langle A^2\rangle-\langle A(t)A\rangle\right].
\]

With \(b(t)=be^{-iwt}\),

\[
\langle A(t)A\rangle=-S\left[(n+1)e^{-iwt}+ne^{iwt}\right].
\]

The second site gives the same factor, so the exponent doubles. Subtracting the square of the average, which belongs to the band motion, we obtain

\[
W=J^2e^{-2S(2n+1)}\int_{-\infty}^{\infty}\!dt\left\{\exp\!\big(2S[(n+1)e^{-iwt}+ne^{iwt}]\big)-1\right\}. \tag{2}
\]

For a single sharp phonon energy the integrand is periodic and the integral diverges: the lattice never loses its memory of a hop. We therefore assume that each site has many modes with energies spread around \(w\). The integrand then decays at long times, and \(w\) is retained as the mean energy.

Because of this decay, the integration path may be shifted by replacing \(t\) with \(t-i/(2T)\). The two phonon terms acquire factors \(e^{-x}\) and \(e^{x}\), and

\[
(n+1)e^{-x}=ne^{x}=\frac{1}{2\sinh x}.
\]

Their sum is \(\cos(wt)/\sinh x\), so the exponential in (2) becomes \(e^{z\cos wt}\) with \(z=2S/\sinh x\). Its power series in \(z\) describes processes with more and more phonons. When \(z\gg1\), many orders contribute and the integrand has a sharp peak at \(t=0\). There \(\cos wt\simeq1-w^2t^2/2\), and the \(-1\) is negligible beside \(e^z\). Thus

\[
\int dt\,e^{z(1-w^2t^2/2)}=e^z\sqrt{\frac{2\pi}{zw^2}}
=\frac{e^{z}}{w}\sqrt{\frac{\pi\sinh x}{S}} .
\]

The total exponent is

\[
-2S\coth x+\frac{2S}{\sinh x}=-2S\,\frac{\cosh x-1}{\sinh x}=-2S\tanh\frac x2 ,
\]

and the rate is

\[
W=\frac{J^2}{w}\sqrt{\frac{\pi\sinh x}{S}}\;e^{-2S\tanh(x/2)}. \tag{3}
\]

Later peaks, at \(wt=2\pi,4\pi,\dots\), have been left out. They are weakened when the modes have drifted out of phase by then, which requires a sufficient spread.

At high temperature \(x\) is small, so \(\sinh x\simeq x\) and \(\tanh(x/2)\simeq x/2\). Equation (3) becomes

\[
W\simeq J^2\sqrt{\frac{\pi}{4E_aT}}\;e^{-E_a/T},\qquad E_a=\frac{Sw}{2}.
\]

This is activated hopping: thermal motion must bring the two sites to equal energy before the carrier can transfer. At \(T=2w\), direct integration of the golden rule with a mode half-spread of \(0.3w\) agrees with this law to about 2%.

### (c) The crossover

**Diffusion with both kinds of motion.** A carrier leaves its site by hopping at the total rate \(2W\), since there are two neighbours. We assume that each hop erases the phase, and we drop correlations between different transfer events. Coherence between sites then decays at the rate \(2W\).

Let \(p_m=\rho_{mm}\) be the site probabilities, and let \(I_m=i\tilde J(\rho_{m,m+1}-\rho_{m+1,m})\) be the coherent flow from \(m\) to \(m+1\). Then

\[
\dot p_m=I_{m-1}-I_m+W(p_{m-1}+p_{m+1}-2p_m).
\]

Multiplying by \(m^2\), summing and relabelling the sums gives

\[
\frac{d\langle m^2\rangle}{dt}=M+2W,\qquad M=\sum_m(2m+1)I_m .
\]

The equation of motion for the neighbour coherences gives

\[
\dot I_m=-2WI_m+2\tilde J^2(p_m-p_{m+1})+2\tilde J^2(r_m-r_{m-1}),
\]

where \(r_m=\mathrm{Re}\,\rho_{m,m+2}\). We multiply by \(2m+1\) and sum. The probability term gives \(\sum_m p_m[(2m+1)-(2m-1)]=2\). The last term gives \(-2\sum_m r_m\). Coherent motion on a uniform chain conserves this sum and hops damp it, so it stays zero for a carrier that starts on one site. Hence

\[
\dot M=-2WM+4\tilde J^2 ,
\]

and \(M\) settles at \(2\tilde J^2/W\). Since \(a^2\,d\langle m^2\rangle/dt=2D\) in one dimension,

\[
D=a^2\left(\frac{\tilde J^2}{W}+W\right). \tag{4}
\]

Numerical propagation of the density matrix confirms (4) for two choices of \(\tilde J\) and \(W\). The first term is band diffusion, which hops hinder. The second is diffusion by the hops themselves.

**The criterion.** The two terms are equal when \(\tilde J=W\). The free path gives the same boundary up to a factor of order one. The band energy \(-2\tilde J\cos ka\) gives the velocity \(2\tilde Ja\sin ka\). For \(T\gg4\tilde J\) all \(k\) are equally occupied, so the root-mean-square velocity is \(\sqrt2\,\tilde Ja\). Over the time \(1/(2W)\) the carrier travels \(a/\sqrt2\) when \(\tilde J=W\). A wave that loses its phase within one site spacing is no longer usefully described as a band state.

Taking logarithms of \(\tilde J=W\), with (3) in its form before the tanh was introduced, gives

\[
\ln J-S\coth x=2\ln J-\ln w+\frac12\ln\frac{\pi\sinh x}{S}-2S\coth x+\frac{2S}{\sinh x}.
\]

Collecting the terms in \(S\) on the left,

\[
S\,\frac{\cosh x-2}{\sinh x}=\ln\!\left[\frac Jw\sqrt{\frac{\pi\sinh x}{S}}\right]. \tag{5}
\]

**Strong coupling.** Divide (5) by \(S\) and let \(S\to\infty\) at fixed \(J/w\). The right side vanishes, so \(\cosh x=2\) and

\[
\frac{T^*}{w}\to\frac{1}{2\,\mathrm{arccosh}\,2}\simeq0.38 .
\]

This is the limit of (5), in which hops are the only source of phase loss. That assumption fails at large \(S\) (see "Loss of phase" below), so 0.38 is a reference point for expanding (5) rather than the crossover of a very strongly coupled chain.

**First correction.** The function \(f(x)=(\cosh x-2)/\sinh x\) has the derivative \((2\cosh x-1)/\sinh^2x\). At \(\cosh x=2\), \(\sinh^2x=3\), so this slope is 1. To first order in the shift of \(x\),

\[
x^*\simeq\mathrm{arccosh}\,2+\frac1S\ln\!\left[\frac Jw\sqrt{\frac{\pi\sqrt3}{S}}\right]. \tag{6}
\]

For \(J\) well below \(w\) the logarithm is negative. Then \(x^*\) falls and \(T^*\) rises: a smaller \(J\) reduces \(W\propto J^2\) more than \(\tilde J\propto J\), so hopping needs more heat to catch up. The crossover is thus not a fixed fraction of \(w\). For \(S\) between 4 and 10 and \(J/w\) between 0.1 and 0.2 it lies near half the phonon energy, as the last table in (d) shows. A much smaller \(J/w\) raises it further.

### (d) Numbers

Equation (6) gives

\[
x^*\simeq1.317+\frac{\ln(0.2\times0.952)}{6}=1.317-0.276=1.041,
\]

or \(T^*\simeq0.48w\). Solving (5) numerically for the root with \(z\gg1\) gives \(x^*=1.060\) and

\[
T^*\simeq0.47\,w\simeq0.024\ \text{eV}\quad(\text{about }270\ \text{K}).
\]

At this temperature \(n=0.136\) and the narrowing factor is \(4.82\times10^{-4}\). Hence \(\tilde J=0.01\times4.82\times10^{-4}=4.8\times10^{-6}\) eV, equal to \(W\). The free path is \(4/\sqrt2=2.8\) angstrom.

| \(T/w\) | \(\tilde J\) (eV) | \(W\) (eV) | \(D\) (eV angstrom², \(\hbar=1\)) |
|---|---|---|---|
| 0.30 | \(1.6\times10^{-5}\) | \(6.4\times10^{-7}\) | \(6.3\times10^{-3}\) |
| 0.40 | \(8.5\times10^{-6}\) | \(2.4\times10^{-6}\) | \(5.3\times10^{-4}\) |
| 0.50 | \(3.8\times10^{-6}\) | \(6.1\times10^{-6}\) | \(1.4\times10^{-4}\) |
| 0.60 | \(1.5\times10^{-6}\) | \(1.2\times10^{-5}\) | \(2.0\times10^{-4}\) |
| 0.80 | \(2.0\times10^{-7}\) | \(3.1\times10^{-5}\) | \(5.0\times10^{-4}\) |

From \(T=0.3w\) to \(0.5w\), the transfer falls by a factor of about 4 while the hopping rate given by (3) grows nearly tenfold. The true growth is smaller, because (3) underestimates the rate more at the lower temperature.

With the rate (3), the diffusion constant has its minimum at \(0.51w\), or 0.025 eV (about 290 K), slightly above \(T^*\). Equation (4) shows why. Its temperature derivative is

\[
\frac{1}{a^2}\frac{dD}{dT}=\frac{2\tilde J}{W}\frac{d\tilde J}{dT}+\left(1-\frac{\tilde J^2}{W^2}\right)\frac{dW}{dT}.
\]

At \(T^*\) the bracket vanishes, while \(d\tilde J/dT<0\), so \(D\) is still falling. The minimum value is \(1.4\times10^{-4}\) eV angstrom², or about \(2\times10^{-5}\) cm²/s.

Equation (5) gives the following \(T^*/w\) for other parameters.

| \(S\) | \(J/w=0.1\) | \(J/w=0.2\) | \(J/w=0.5\) |
|---|---|---|---|
| 4 | 0.58 | 0.51 | 0.43 |
| 6 | 0.51 | 0.47 | 0.42 |
| 10 | 0.46 | 0.44 | 0.41 |
| 20 | 0.42 | 0.41 | 0.40 |

Down each column the roots of (5) move towards 0.38. The row \(S=20\) already lies where hops are no longer the main source of phase loss, and it overestimates the crossover.

### How far the estimate can be trusted

**Small \(J\).** The golden rule requires few transfers per vibrational period even without the activation factor. A measure of this is the high-temperature prefactor divided by \(w/2\pi\), which is 0.19 at \(T^*\) in the example. It grows as \(J^2\), so for \(S=6\) and \(J/w=0.5\) it is roughly \(0.19\times6.25\simeq1.2\). The last column therefore extrapolates the formula beyond its safe range.

**Many phonons.** Equation (3) needs \(z\gg1\). At \(T^*\) the example has \(z=9.5\). On cooling \(z\) decreases, so the first row of the temperature table is less reliable than the others. Equation (5) also has a second root at a much lower temperature, where \(z\ll1\). Equation (3) does not apply there, so that root is not a physical crossover.

**Spread of phonon energies.** Direct integration of the golden rule at \(T=0.47w\) gives about 1.9, 1.3 and 1.1 times the rate (3) for mode half-spreads of \(0.2w\), \(0.3w\) and \(0.4w\). Here a half-spread \(\delta w\) means mode energies \(w(1+\delta u)\) with \(-1\le u\le1\) and coupling weight proportional to \((1-u^2)^2\); the ratios depend on this shape, most strongly when the spread is small. For the shape used here, the excess shrinks with growing spread because the later peaks, which (3) omits, fade. The crossovers found by this integration are \(0.43w\), \(0.45w\) and \(0.46w\).

**Loss of phase.** One neglected process carries no factor \(e^{-S}\). A virtual transfer to a neighbour and back shifts the vibrational energies near the carrier by an amount of order \(J^2/(S^2w)\). Because this shift moves with the carrier, phonons scatter from it and destroy the phase at a rate of order \(J^4n(n+1)/(S^4\delta\,w^3)\). For \(J/w=0.2\) and \(\delta=0.3\) this rate is estimated at \(T^*\) to be about 1% of \(2W\) or less for \(S=6\), comparable to \(2W\) near \(S=14\), and hundreds of times larger at \(S=20\). There it shortens band diffusion and lowers the crossover to about \(0.35w\), and for still larger \(S\) the crossover falls further below \(0.38w\). For moderate coupling as in the example, the neglected correlations can change the rates by factors of order one. Such a factor enters (5) inside the logarithm, and its effect on \(x^*\) is divided by \(S\). Doubling \(W\) lowers \(T^*\) from \(0.47w\) to \(0.43w\). For these parameters a fair statement is \(T^*\simeq0.4\) to \(0.5\,w\).

**Disorder.** The coherent transfer at the crossover is only about \(5\times10^{-6}\) eV. Static differences between site energies much larger than this detune neighbouring sites and suppress band motion. They affect hopping much less as long as they remain small compared with \(T\). In such a crystal the band regime may be absent at \(T^*\), and the crossover estimated here applies to a sufficiently uniform chain.

The numerical output below lists the values used here to more digits.

## Values computed for the example and the checks

```
phonon energy w = 0.050 eV; coupling S = 6.0
bare transfer J = 0.010 eV; J/w = 0.20
site spacing a = 4.0 angstrom
relaxation energy S w = 0.300 eV
high-T barrier S w/2 = 0.150 eV
T=0 narrowed transfer = 2.479e-05 eV
two-site splitting/formula, J/w=0.01: 1.00002
two-site splitting/formula, example J: 1.0097
strong-coupling limit: x = 1.3170, T*/w = 0.3797
crossover: x* = 1.0598, T*/w = 0.4718
crossover T* = 0.02359 eV = 274 K
first-order estimate T*/w = 0.4805
phonon occupation at T* = 0.1365
narrowing factor at T*: matrix 4.82068e-04
narrowing factor at T*: formula 4.82068e-04
at T*: Jb = 4.8207e-06 eV, W = 4.8207e-06 eV
free path at T* = 2.828 angstrom
time-peak exponent 2S/sinh(x*) = 9.45
hopping prefactor/(w/2pi) at T* = 0.187
T*/w if W is doubled = 0.4323
diffusion minimum: T/w = 0.5060
minimum T = 0.02530 eV = 294 K
minimum D = 1.3506e-04 eV angstrom^2 (hbar=1)
minimum D = 2.052e-05 cm^2/s
T/w | Jb (eV) | W (eV) | D (eV angstrom^2, hbar=1)
0.30 | 1.590e-05 | 6.433e-07 | 6.299e-03
0.40 | 8.476e-06 | 2.358e-06 | 5.252e-04
0.50 | 3.789e-06 | 6.127e-06 | 1.355e-04
0.60 | 1.516e-06 | 1.235e-05 | 2.005e-04
0.80 | 2.002e-07 | 3.125e-05 | 5.000e-04
half-spread/w | quadrature W/formula at T* | own T*/w
0.2 | 1.863 | 0.4305
0.3 | 1.285 | 0.4518
0.4 | 1.108 | 0.4580
quadrature/activated law at T = 2w: 1.0164
S | T*/w for J/w = 0.1, 0.2, 0.5
4 | 0.575, 0.509, 0.426
6 | 0.513, 0.472, 0.420
10 | 0.463, 0.440, 0.411
20 | 0.425, 0.414, 0.400
diffusion test: Jb, W, propagated D/a^2, formula (model units)
1.0, 0.8, 2.04996, 2.05000
0.7, 1.2, 1.60833, 1.60833
```
